Gaussian Multiphonon Line Shapes with Quantum Width Break Detailed Balance

An electron trap lies 1.2 eV below a band-edge level and is coupled to lattice vibrations of 60 meV. At 300 K a Gaussian line shape with the correct quantum width gives a capture rate 6% above the exact rate of the model. The same Gaussian gives an emission rate 8.3 × 10⁵ times too large. Its mean and its variance are both correct, so the fault must lie elsewhere.

**The model and its rates**

Let q be the dimensionless coordinate of one harmonic mode of quantum ħω. With the electron in the band-edge level, or in the trap, the lattice energy is

h_b = ħω a†a, h_t = ħω b†b, b = a − √S.

The two wells have equal frequency, so their zero-point energies cancel. Their minima are displaced by q₀ = √(2S), where S is the Huang–Rhys factor, and the relaxation energy is λ = Sħω. The total energies are E + h_b and h_t, so E is the trap depth between the relaxed states.

The electronic coupling V is weak and independent of q, and the lattice is in equilibrium at temperature T before each transition. Write |n⟩ for the states of h_b, |m′⟩ for those of h_t, F_nm = |⟨n|m′⟩|², x = ħω/kT and P_n = (1 − e^(−x))e^(−nx). Fermi's golden rule gives

k_cap = (2π/ħ)|V|² G(E), G(ε) = Σ_nm P_n F_nm δ(ε − (m − n)ħω).

G(ε) is the probability density that the lattice receives energy ε. In emission the lattice must supply E, so ε = −E. The starting well is then the other one, and F_nm is replaced by F_mn. These are equal: in

⟨n|m′⟩ = ∫ φ_n(q) φ_m(q − q₀) dq

put q = q₀ − u and use φ_n(−u) = (−1)ⁿφ_n(u). The result is (−1)^(n+m)⟨m|n′⟩, and the sign vanishes on squaring. Hence

k_em = (2π/ħ)|V|² G(−E).

A single mode makes G a comb, with weight W_p at ε = pħω. I take E to be a whole number of quanta and compare W_p with ħω times a smooth density. The common factor drops out of every rate ratio.

**Mean and variance**

The difference of the lattice energies is

D = h_t − h_b = ħω[S − √S(a + a†)].

Starting from |n⟩, the mean energy received is ⟨n|h_t|n⟩ − nħω = ⟨n|D|n⟩ = λ. For the mean square, (h_t − nħω)|n⟩ = D|n⟩, so

Σ_m F_nm (m − n)²(ħω)² = ⟨n|D²|n⟩ = λ² + S(ħω)²(2n + 1).

The cross term vanishes because a + a† has no diagonal element. The thermal average of 2n + 1 is coth(x/2), so the variance is

σ² = S(ħω)² coth(ħω/2kT).

By the symmetry of F, emission has the same variance and the same mean +λ. In both directions the lattice finds itself displaced after the electronic jump, and averaged over the whole line shape it receives energy. An actual emission event lies far out in the tail, where the lattice gives up E.

**The counter-example in numbers**

Take E = 1.2 eV, ħω = 60 meV and S = 15, so that E is 20 quanta and λ = 0.90 eV. At 300 K, kT = 25.85 meV, x = 2.321 and coth(x/2) = 1.2177. Then

σ = 0.060 eV × √(15 × 1.2177) = 0.2564 eV.

The Gaussian weight is

W_G(ε) = [ħω/(σ√(2π))] exp[−(ε − λ)²/2σ²].

Capture samples it at (1.2 − 0.9)/0.2564 = 1.17 standard deviations from the centre. Emission samples it at (1.2 + 0.9)/0.2564 = 8.19 on the other side.

Capture: Gaussian 0.0471, exact 0.0443.
Emission: Gaussian 2.56 × 10⁻¹⁶, exact 3.07 × 10⁻²².
Emission/capture: Gaussian 5.43 × 10⁻¹⁵, exact 6.93 × 10⁻²¹.

The exact weights come from numerical diagonalization of the displaced oscillator. Their ratio is e^(−E/kT) = e^(−46.4). The Gaussian ratio follows from its two exponents:

ln(k_em/k_cap) = −[(E + λ)² − (E − λ)²]/2σ² = −4Eλ/2σ² = −2λE/σ².

Insert λ = Sħω and σ²; S cancels:

σ²/2λ = (ħω/2) coth(ħω/2kT) ≡ kT_eff,

k_em/k_cap = exp(−E/kT_eff).

Here kT_eff = 36.53 meV, or T_eff = 424 K, and the exponent is −32.85. The Gaussian makes the trap exchange electrons as if the lattice were at 424 K, although every thermal average in it was taken at 300 K. The quantity kT_eff is the mean energy of the oscillator, including its zero-point part. Zero-point motion broadens the line, but it cannot be drawn on to lift an electron out of the trap. The Gaussian treats the two kinds of motion alike.

**What the wrong temperature does**

Suppose that the trap exchanges electrons with one level at the band edge, of occupation f, and leave spin aside. In the steady state the trap occupation f_t obeys

k_cap f(1 − f_t) = k_em(1 − f)f_t.

At f_t = 1/2 this gives k_em/k_cap = f/(1 − f) = e^(−d/kT), where d is the depth of the Fermi level below the edge. Exact rates give d = E = 1.2 eV. The Gaussian gives

d = E T/T_eff = 0.849 eV.

A level in contact with one reservoir at 300 K would thus fill at the wrong Fermi energy, by 0.35 eV.

An Arrhenius analysis is misled further. With β = 1/kT, 1/kT_eff = (2/ħω) tanh(βħω/2), and the activation energy of the rate ratio is

−d ln(k_em/k_cap)/dβ = E d(1/kT_eff)/dβ = E sech²(ħω/2kT).

At 300 K this is 0.391 eV instead of 1.2 eV. It differs from the 0.849 eV above because T_eff is not proportional to T.

For stored charge the absolute emission rate matters. If the exact emission time were ten years, the Gaussian with the same V would predict 379 s, about six minutes.

**Hot and cold limits**

The ratio is too large by the factor exp[E(1/kT − 1/kT_eff)]. For small x, tanh(x/2) = x/2 − x³/24 + …, so

1/kT_eff = (1/kT)(1 − x²/12 + …),

E(1/kT − 1/kT_eff) ≈ E(ħω)²/[12(kT)³].

This exponent must be small compared with one. The condition ħω < kT does not ensure that for a deep trap, since E/kT multiplies the small quantity x²/12. In the example the error is a factor 7.8 × 10⁵ at 300 K, 7.3 × 10³ at 85 °C and 346 at 150 °C. It falls to a factor of two at 915 K, where ħω/kT = 0.76. There the leading-order exponent is 0.733 against the full value ln 2 = 0.693.

In the cold limit kT_eff tends to ħω/2, and the Gaussian ratio tends to e^(−2E/ħω) = e^(−40) here. It stays finite at zero temperature, although the lattice then has no energy to give. The true ratio tends to zero.

**The correct general statement**

Under the golden rule with V independent of the lattice coordinates, the following hold.

(a) For any two lattice Hamiltonians with discrete spectra and finite partition functions Z_b and Z_t, the exact rates obey k_em/k_cap = (Z_b/Z_t)e^(−E/kT), with lattice energies measured from the same origins as E. For equal frequencies and linear coupling Z_b = Z_t.

(b) For linear coupling to modes j of equal frequencies in both charge states, a Gaussian with the exact mean λ = Σλ_j and exact variance, used in both directions, gives exp(−E/kT_eff) with

kT_eff = Σ_j λ_j (ħω_j/2) coth(ħω_j/2kT) / Σ_j λ_j.

(c) For the same linear coupling and equal frequencies, a Gaussian of mean λ used in both directions satisfies detailed balance at T, for E > 0, if and only if σ² = 2λkT.

Proof of (a). Let i and f label lattice states of h_b and h_t, with energies e_i and e_f. Capture and emission contain the same |⟨i|f⟩|² and the same condition e_f = E + e_i. Their thermal weights are e^(−e_i/kT)/Z_b and

e^(−e_f/kT)/Z_t = e^(−E/kT) e^(−e_i/kT)/Z_t.

Each term of the emission sum is therefore (Z_b/Z_t)e^(−E/kT) times its partner in the capture sum, and so is the whole sum.

Proof of (b) and (c). Energies given to independent modes add, and so do their means and variances. Thus σ² = Σλ_j ħω_j coth(ħω_j/2kT). The algebra of the Gaussian ratio used nothing but λ and σ², and gave exp(−2λE/σ²). Dividing σ² by 2λ gives (b). Setting 2λ/σ² = 1/kT gives (c).

Since y coth y > 1 for y > 0, every mode contributes more than kT to the average in (b). Hence T_eff > T at any finite temperature. If λ = 0.90 eV is shared equally between modes of 30 and 90 meV, T_eff at 300 K is 444 K, so a spread of frequencies does not repair the Gaussian.

**Where the symmetry is lost**

For one mode the whole line shape can be found. Define M(s) = ∫G(ε)e^(sε)dε, w = e^(sħω) and y = e^(−x)/w, with −1/kT < s. From the definition of G,

M(s) = (1 − e^(−x)) Tr[y^(a†a) w^(b†b)].

Acting on |m′⟩, the normally ordered series Σ_k (w − 1)^k b†^k b^k/k! gives Σ_k C(m,k)(w − 1)^k = w^m. It therefore equals w^(b†b). In a state with weights (1 − y)yⁿ, normally ordered products have averages ⟨a†^j a^k⟩ = δ_jk k! N^k with N = y/(1 − y). These are the moments of a complex Gaussian variable α of mean square N. So, with c = w − 1,

M = [(1 − e^(−x))/(1 − y)] ∫ (d²α/πN) exp(−|α|²/N + c|α − √S|²).

Completing the square gives the integral as exp[cS/(1 − cN)]/(1 − cN). Since 1 − cN = (1 − wy)/(1 − y) and wy = e^(−x), the prefactors cancel. What remains is

ln M = S(w − 1)(1 − y)/(1 − e^(−x)) = S(n_B + 1)(w + y − 1 − e^(−x)),

with n_B = 1/(e^x − 1). Replacing s by −1/kT − s exchanges w and y, so ln M is symmetric about s = −1/2kT. This symmetry is detailed balance, because M(−1/kT − s) is the transform of e^(−ε/kT)G(ε) at −s, and M(s) is the transform of G(−ε) at −s. It also extends the formula to s ≤ −1/kT, which is needed below for emission.

The Gaussian keeps λs + σ²s²/2. That parabola is symmetric about s = −λ/σ² = −1/2kT_eff. Truncation at second order has moved the symmetry point.

The first omitted cumulant is the third derivative of ln M at s = 0, κ₃ = S(ħω)³[(n_B + 1) − n_B] = S(ħω)³. To first order it multiplies the transform by 1 + κ₃s³/6. A factor s³ corresponds to −d³/dε³ acting on the Gaussian, which gives the relative correction

(κ₃/6σ³)(ζ³ − 3ζ), ζ = (ε − λ)/σ.

Here κ₃/σ³ = 0.19. For capture, ζ = 1.17 and the correction is −0.06, which accounts for the 6% excess of the Gaussian. For emission, ζ = −8.19 and it is about −17: the expansion about the centre has broken down. Stronger coupling does not help emission, since (E + λ)/σ grows as √S at large S, and T_eff does not depend on S.

**Forms that keep the balance**

The simplest repair is to use the Gaussian for capture while E lies near λ, and to set k_em = k_cap e^(−E/kT). Emission then has the same relative error as capture, 6% in the example. How near E must lie depends on S: for E within 1.2σ of λ at 300 K, the capture error stays below 7% for S = 15 but reaches 16% for S = 2 at whole-quantum depths, and about 20% if the weights are interpolated between them.

The classical width σ² = 2λkT also keeps the balance, by (c), but it freezes out the zero-point width. At 77 K it gives 0.12 of the exact capture rate, where the quantum width gives 1.07.

For one mode the exact weights are available. With z = S/sinh(x/2) and t = e^(sħω + x/2), the result for ln M reads −S coth(x/2) + (z/2)(t + 1/t). The generating function exp[(z/2)(t + 1/t)] = Σ_p I_p(z)t^p then gives

W_p = exp[px/2 − S coth(x/2)] I_p(z).

Since I_(−p) = I_p, the ratio W_(−p)/W_p is e^(−px).

A smooth form comes from applying the Gaussian where it is good. Weight G(ε) by e^(sε)/M(s), choose s so that the weighted mean is the desired ε, and take the Gaussian value at the centre:

G(ε) ≈ M(s)e^(−sε)/√(2π (ln M)″).

With u = sħω + x/2, ln M = −S coth(x/2) + z cosh u. The condition (ln M)′ = pħω gives sinh u = p/z. Writing r = z cosh u = √(p² + z²), one has (ln M)″ = (ħω)²r and

W_p ≈ exp[px/2 − S coth(x/2) + r − p arsinh(p/z)]/√(2πr).

Apart from e^(px/2) this is even in p, so the balance is kept. In the example it is 0.18% too high in both directions.

**Beside a real memory layer**

The parameters are rough values meant for electron traps in the silicon nitride of a charge-trap memory; fitted depths and couplings depend on the film and on the transport model. Real films break the assumption of one sharp depth: a trap 0.1 eV shallower has an emission/capture ratio 48 times larger at 300 K.

They also work in a field. At a field F = 1 MV/cm, with relative permittivity ε_r = 4, a trap that is positively charged when empty has its Coulomb barrier lowered by e√(eF/πε₀ε_r), or 0.38 eV. At fixed capture rate this raises emission straight along the force on the electron, which points against the field, by 2.4 × 10⁶. At an angle θ to that direction the lowering is multiplied by √(cos θ). Averaged over all directions, with no gain in the backward half, the factor is about 1.5 × 10⁵, or 3.1 × 10⁵ if the model's own change of capture with depth is included. These factors count only escape over the barrier top. Tunnelling just below the top raises the direction averages by a further factor of about 2.5 to 3 for a mass of 0.5 mₑ, depending on the semiclassical transmission formula (about 3 to 4 straight along the force), so the gain can be comparable with the Gaussian error in emission. It depends strongly on field and permittivity: without tunnelling, the second factor is 1.1 × 10⁶ at 1.2 MV/cm, but only 1.1 × 10⁴ at 1 MV/cm if ε_r = 7, near the static value of the nitride. At the lowered depth of 0.82 eV, found with ε_r = 4, the Gaussian ratio is still wrong by 1.1 × 10⁴. For a trap neutral when empty, thermally assisted tunnelling through a triangular barrier, with mass 0.5 mₑ, gains a factor of about 40 in the exponential alone at fixed capture rate; a mass of 0.4 mₑ would make it about 100. These are values at the best tunnelling energy; summing over tunnelling energies with the same WKB transmission raises them roughly tenfold, to about 5 × 10² and 1.3 × 10³.

Smaller effects are a filled-trap mode softer by 10%, which multiplies the ratio by 0.87 through Z_b/Z_t (here E is held fixed between the minima of the two wells, so the zero-point energies, which no longer cancel, are counted in Z_b and Z_t); a spin factor of two, which shifts the half-filling level by 18 meV; and the thermal spread of band electrons, which multiplies capture by 0.84. These effects change levels or prefactors. For each pair of levels, the exponential factor in the ratio still carries the lattice temperature T. The numerical output below lists the values used here, except the third-cumulant estimates, the capture errors within 1.2σ of λ, the averages over directions, the tunnelling through the Coulomb barrier, the sums over tunnelling energies and the results for ε_r = 7 and for mass 0.4 mₑ.

Computed results

```
trap depth E = 1.20 eV = 20 quanta
phonon quantum = 60 meV, S = 15
relaxation energy = 0.90 eV
kT at 300 K = 25.85 meV, hw/kT = 2.321
coth(hw/2kT) at 300 K = 1.2177
Gaussian width sigma = 0.2564 eV
capture distance from centre = 1.17 sigma
emission distance from centre = 8.19 sigma
kTeff at 300 K = 36.53 meV
T = 300.00 K: Teff = 423.9 K, ratio error x7.83e+05
T = 358.15 K: Teff = 464.4 K, ratio error x7.31e+03
T = 423.15 K: Teff = 514.6 K, ratio error x346
exact capture weight = 0.04434
Gaussian capture weight = 0.04709
exact emission weight = 3.074e-22
Gaussian emission weight = 2.555e-16
exact emission/capture = 6.932e-21
Gaussian emission/capture = 5.426e-15
capture, Gaussian/exact = 1.0619
emission, Gaussian/exact = 8.312e+05
emission by detailed balance/exact = 1.0619
capture, saddle/exact = 1.00180
emission, saddle/exact = 1.00180
half-filling depth, exact = 1.200 eV
half-filling depth, Gaussian = 0.849 eV
ratio activation energy, Gaussian = 0.391 eV
true emission time assumed = 3.154e+08 s (10 years)
Gaussian emission time = 379 s
ratio error is a factor 2 at T = 915 K
hw/kT there = 0.761
log error there = 0.6931, high-T law 0.7332
77 K capture, classical width/exact = 0.1210
77 K capture, quantum width/exact = 1.0707
two modes: 30 and 90 meV, equal shares
two-mode Teff at 300 K = 444.1 K
neglected effects at 300 K:
field = 1.0 MV/cm, eps = 4, mass = 0.5 me
Coulomb barrier lowering = 0.379 eV
emission gain from lowering = x2.37e+06
ratio error at lowered depth 0.821 eV = x1.07e+04
best tunnelling energy below edge = 0.285 eV
assisted-tunnelling gain (exponent only) = x39.5
10% softer filled-trap mode: ratio x0.865
spin factor 2: level shift = 17.9 meV
band-electron spread: capture x0.840
0.1 eV shallower trap: ratio x47.9
```
